# Resistivity Kink at the Curie Temperature for Classical Heisenberg Spins

## Problem

A ferromagnetic metal has classical spins $\mathbf S_i$ of unit length on equivalent sites. Their exchange coupling is treated in mean-field theory, without an applied field. Write $t=T/T_c$, $\tau=1-t$ and $m=|\langle\mathbf S\rangle|$, the reduced magnetization.

Conduction electrons scatter from the disordered part of the spins, under these assumptions:

- The coupling at each site is a contact term proportional to $\boldsymbol\sigma\cdot\mathbf S_i$, where $\boldsymbol\sigma$ are the Pauli matrices of the electron spin.
- The spins are static during a collision, and the Born approximation holds.
- Deviations on different sites are uncorrelated.
- Both electron spins have the same Fermi surface, so the exchange splitting of the bands is neglected.

Lattice vibrations add a resistivity $bT$ (Matthiessen's rule).

(a) Show that the spin part of the resistivity is $\rho_s=\rho_{sd}(1-m^2)$, where $\rho_{sd}$ is its value for complete disorder, taken as independent of temperature.

(b) Find the slope of $\rho_s$ on each side of $T_c$.

(c) Evaluate the slopes for a nickel-like conductor with the rough values $T_c=630$ K, $\rho_{sd}=15$ µΩ cm and $b=0.025$ µΩ cm/K. Find the resistivity at 300 K, and the error made by extending the straight line above $T_c$ down to that temperature.

## First estimate by scaling

Reversing all spins leaves the energy unchanged, so the mean-field free energy near $T_c$ contains even powers of $m$:

$$
F\simeq F_0-A\tau m^2+Bm^4,\qquad A,B>0 .
$$

Setting the derivative with respect to $m$ to zero gives $m^2=A\tau/(2B)$ below $T_c$. Above $T_c$ the minimum is at $m=0$. Since $m^2$ is linear in $\tau$, $1-m^2$ meets its high-temperature value 1 with a finite slope. There is a kink, not a step.

Scaling does not fix the coefficient. As a guess, spread the rise of $1-m^2$ from 0 at $T=0$ to 1 at $T_c$ evenly, which means $m^2\approx\tau$ throughout. The slope below $T_c$ is then

$$
\frac{d\rho_s}{dT}\approx\frac{\rho_{sd}}{T_c}=\frac{15}{630}=0.024\ \text{µΩ cm/K}.
$$

The same guess gives a spin part of $15\times300/630=7.1$ µΩ cm at 300 K.

## Exact solution of the model

### The scattering law

Split each spin into its mean and its deviation, $\mathbf S_i=\langle\mathbf S\rangle+\mathbf d_i$. The mean is the same on every site, so it is periodic and causes no resistance. The deviations scatter.

The Born rate contains products of amplitudes from sites $i$ and $j$. For $i\neq j$ their thermal average vanishes, because the deviations are independent and have zero mean. For $i=j$, sum over the final electron spin $f$, starting from any spin state $|s\rangle$:

$$
\sum_f|\langle f|\boldsymbol\sigma\cdot\mathbf d|s\rangle|^2
=\langle s|(\boldsymbol\sigma\cdot\mathbf d)^2|s\rangle=|\mathbf d|^2 .
$$

The first equality uses completeness of the final spin states. The second uses $(\boldsymbol\sigma\cdot\mathbf d)^2=\mathbf d\cdot\mathbf d+i\boldsymbol\sigma\cdot(\mathbf d\times\mathbf d)$, whose last term is zero. The thermal average is

$$
\langle|\mathbf d|^2\rangle=\langle|\mathbf S|^2\rangle-|\langle\mathbf S\rangle|^2=1-m^2 .
$$

This factor depends neither on the scattering angle nor on the initial spin. It therefore multiplies the whole transport scattering rate, and $\rho_s=\rho_{sd}(1-m^2)$. This answers (a).

### The self-consistent magnetization

A spin at angle $\theta$ to the mean field has energy $-Jmu$, with $u=\cos\theta$ and $J$ the total exchange energy from its neighbours. With $x=Jm/(k_BT)$, its partition function is

$$
Z(x)=2\pi\int_{-1}^{1}e^{xu}\,du=4\pi\,\frac{\sinh x}{x},
$$

$$
m=\frac{d\ln Z}{dx}=\coth x-\frac1x\equiv L(x).
$$

To expand $L$, use the product $\sinh x/x=\prod_{n\ge1}[1+x^2/(n^2\pi^2)]$. Its logarithmic derivative is

$$
L(x)=\sum_{n=1}^{\infty}\frac{2x}{x^2+n^2\pi^2}
=\frac x3-\frac{x^3}{45}+\frac{2x^5}{945}-\dots
$$

The coefficients follow from the sums of $1/(n\pi)^2$, $1/(n\pi)^4$ and $1/(n\pi)^6$, which are $1/6$, $1/90$ and $1/945$.

For small $m$ the condition becomes $m=Jm/(3k_BT)$, so $k_BT_c=J/3$ and $x=3m/t$. Inserting $m=tx/3$ into $m=L(x)$ gives the ordered branch in parametric form:

$$
t=\frac{3L(x)}{x}=\sum_{n=1}^{\infty}\frac{6}{x^2+n^2\pi^2}.
$$

Every term falls as $x$ grows. The sum starts at 1 for $x=0$ and tends to 0 for large $x$. Hence there is one ordered solution for each $0<t<1$ and none for $t\ge1$.

The ordered solution must also be stable. Per spin, the free energy at trial magnetization $m$ is

$$
\frac{F}{k_BT_c}=\frac32m^2-t\ln Z\!\left(\frac{3m}{t}\right),
\qquad
\frac{1}{k_BT_c}\frac{dF}{dm}=3\left[m-L\!\left(\frac{3m}{t}\right)\right].
$$

The term $\frac32m^2$ removes the double counting of pair energies. Below $T_c$, $L\approx m/t>m$ at small $m$, so $F$ first falls. At $m=1$, $L<1$, so $F$ rises. The single crossing between them is the minimum. For $t\ge1$, $L(3m/t)<m/t\le m$, so $F$ rises from $m=0$ and the disordered state is stable.

### The slopes at the Curie temperature

Insert the series for $L$ into the parametric equation:

$$
1-\tau=1-\frac{x^2}{15}+\frac{2x^4}{315}-\dots
\quad\Rightarrow\quad
\tau=\frac{x^2}{15}-\frac{2x^4}{315}+\dots
$$

Try $x^2=15\tau+c_2\tau^2$. The terms of order $\tau^2$ require $c_2/15-2(15)^2/315=0$, so $c_2=150/7$. Since $m^2=t^2x^2/9$,

$$
m^2=\frac{(1-2\tau+\dots)(15\tau+\frac{150}{7}\tau^2+\dots)}{9}
=\frac53\tau-\frac{20}{21}\tau^2+O(\tau^3).
$$

The quadratic coefficient is $50/21-10/3=-20/21$. Because $d\tau/dT=-1/T_c$, differentiating $\rho_s=\rho_{sd}(1-m^2)$ gives

$$
\left.\frac{d\rho_s}{dT}\right|_{T_c^-}=\frac53\,\frac{\rho_{sd}}{T_c},
\qquad
\left.\frac{d\rho_s}{dT}\right|_{T_c^+}=0 .
$$

The resistivity is continuous, and on heating its slope drops by $5\rho_{sd}/(3T_c)$. The lattice term adds $b$ to both slopes and does not change the drop. This answers (b).

The specific heat carries the same information. The magnetic energy per spin is $-\frac12Jm^2=-\frac32k_BT_cm^2$, so the specific heat per spin is $c=-\frac32k_BT_c\,dm^2/dT$ and

$$
\frac{d\rho_s}{dT}=\frac23\,\frac{\rho_{sd}}{T_c}\,\frac{c}{k_B}.
$$

Just below $T_c$, $c=\frac52k_B$; above it, $c=0$. At $\tau=0.001$ the expansion predicts $c/k_B=\frac32(\frac53-\frac{40}{21}\times0.001)=2.4971$. Differentiating the entropy numerically also gives 2.4971.

### The nickel-like conductor

The spin part of the slope just below $T_c$ is $5\times15/(3\times630)=0.0397$ µΩ cm/K. The total slopes are therefore

$$
0.0397+0.0250=0.0647\ \text{µΩ cm/K below},\qquad 0.0250\ \text{µΩ cm/K above}.
$$

At $T_c$ the resistivity is $15+0.025\times630=30.75$ µΩ cm. Dividing the slopes by it gives temperature coefficients of $2.1\times10^{-3}$/K below and $0.81\times10^{-3}$/K above.

At 300 K the self-consistent magnetization is $m=0.802$. The spin part is $15(1-0.802^2)=5.35$ µΩ cm and the lattice part is 7.5 µΩ cm, which makes 12.85 µΩ cm. The line from above $T_c$, extended to 300 K, gives $15+7.5=22.5$ µΩ cm. It is too high by $\rho_{sd}m^2=9.65$ µΩ cm, or 75% of the model's value. This completes (c).

## Comparison of the estimate and the solution

Scaling gives the correct form, a finite change of slope proportional to $\rho_{sd}/T_c$. Its guessed coefficient is 1 instead of $5/3$, so the estimated slope is 40% below the solution.

The low-temperature limit shows where the missing slope went. For large $x$, $L\approx1-1/x$, so $m\approx1-t/(3m)$. To second order this gives $m=1-t/3-t^2/9$, and

$$
1-m^2=\frac23t+\frac19t^2+\dots
$$

At $t=0.02$ this predicts $(1-m^2)/t=0.6689$, in agreement with the numerical solution. The slope of $1-m^2$ against $t$ must average 1 between $t=0$ and $t=1$. It starts at $2/3$ and ends at $5/3$, and the even spread replaces this curve by its average. At 300 K the estimate of 7.1 µΩ cm for the spin part is consequently about a third above the solution, 5.35 µΩ cm.

The tangent at $T_c$ has a limited range too. At 600 K it gives a spin part of $15(1-\frac53\times\frac{30}{630})=13.81$ µΩ cm, against 13.84 from the full solution. At 300 K it gives 1.9 µΩ cm, far below 5.35.

## What changes in a real nickel line

A nickel interconnect working between 300 and 378 K stays below the kink, while an anneal at 673 K crosses it. The inputs are rough typical values for nickel. The measured room-temperature resistivity of pure bulk nickel is roughly 7 µΩ cm, well below the model's 12.85. The lattice term alone, 7.5 µΩ cm, already exceeds the measured total, so the gap cannot be put down to the spin part only: a linear lattice term added by Matthiessen's rule, with unsplit bands, also fails well below $T_c$. The model is therefore not a quantitative description of nickel at room temperature. Nickel is an itinerant magnet, and the assumption of classical local moments fails clearly at low temperature as well: classical spins can tilt by arbitrarily small amounts, which produces the linear term $\frac23t$. Putting the spin-1/2 mean-field magnetization, 0.966 at 300 K, into the same law lowers the spin part from 5.35 to 1.0 µΩ cm. Near $T_c$ the same substitution gives $m^2\approx3\tau$ instead of $\frac53\tau$, so the kink coefficient $5/3$ is also specific to classical spins. This isolates the change in $m$ and is not a consistent quantum theory, because the scattering law changes as well. Keeping inelastic spin flips for spin-1/2 sites in the same mean field gives $\rho_s\approx\rho_{sd}(1-\frac79m^2)$ near $T_c$, hence a kink coefficient $7/3$, and a spin part of about 1.7 µΩ cm at 300 K.

Other neglected effects have these sizes for the same inputs:

- **Short-range order.** Neighbouring spins remain correlated at $T_c$. The spherical model on the face-centred cubic lattice gives a nearest-neighbour correlation of 0.256. For free electrons, one per atom, each neighbour enters the resistivity with weight $-0.0515$. Twelve neighbours change the spin part by $12\times0.256\times(-0.0515)=-16\%$. Correlations decay slowly with distance at $T_c$, so farther shells matter: summing all of them gives $-21\%$, and the value depends on the electron count, from $-30\%$ at 0.55 to $-13\%$ at 1.2 electrons per atom. Since correlations weaken on heating, the spin part is not flat above $T_c$ in this model: over the first 2% above $T_c$ it rises with a slope of about $0.7\rho_{sd}/T_c$, over 40% of the mean-field kink. The zero slope above $T_c$ belongs to the uncorrelated model only. Critical fluctuations also alter the linear law for $m^2$, so the finite jump of slope is a mean-field result.
- **Unequal spin channels.** The mean spin splits the bands: for free electrons, one per atom, the coupling that gives $\rho_{sd}=15$ µΩ cm is about 0.6 eV, which means a splitting of about 1 eV at 300 K against a Fermi energy of 7.4 eV. Let two parallel channels have resistivities $2\rho(1\pm am)$, without spin mixing. Together they give $\rho(1-a^2m^2)$, which adds a fraction $a^2\rho(T_c)/\rho_{sd}$ to the kink. For an assumed $a=0.3$ this is 18%.
- **Magnetic field.** At $T_c$, a field of reduced strength $h=\mu B/(k_BT_c)$ gives $x=3m+h$. To leading order $m=m+h/3-(3m)^3/45$, so $m^3=5h/9$. For 1 T and a moment of 0.6 Bohr magnetons, $m=0.071$. Setting $m^2=\frac53\tau$ gives a temperature scale $\frac35m^2T_c\approx1.9$ K for the rounding, whose tails extend several kelvin to either side of $T_c$.
- **Lattice curvature.** With a Debye temperature of 450 K, the Bloch–Grüneisen law lowers the lattice part at 300 K by about 12%. At $T_c$ it raises the lattice slope by 2.7% on both sides, leaving the jump unchanged.
- **Surfaces.** Diffuse surfaces of a 20 nm film add 1.2 µΩ cm at $T_c$ in the free-electron estimate and reduce the kink by 0.2%. Grain boundaries are not included.

The numerical output below lists the values used here.

## Computed values

```
MODEL NUMBERS
m^2/(1-t) at 1-t = 0.0001: 1.6666
second-order coefficient of m^2, numerical: -0.9521
(1-m^2)/t at t = 0.02: 0.6689
specific heat per spin at t = 0.999: 2.4971 k_B
NICKEL-LIKE EXAMPLE (rough inputs)
Curie temperature: 630 K
spin-disorder resistivity: 15.0 uohm cm
lattice slope: 0.025 uohm cm/K
total resistivity at Tc: 30.75 uohm cm
spin part of slope just below Tc: 0.0397 uohm cm/K
total slope just below Tc, formula: 0.0647 uohm cm/K
total slope below Tc, finite difference: 0.0647 uohm cm/K
total slope above Tc, finite difference: 0.0250 uohm cm/K
temperature coefficient below Tc: 2.103 1e-3/K
temperature coefficient above Tc: 0.813 1e-3/K
T = 300 K: m = 0.8022, spin part = 5.35, total = 12.85 uohm cm
T = 378 K: m = 0.7259, spin part = 7.10, total = 16.55 uohm cm
T = 600 K: m = 0.2779, spin part = 13.84, total = 28.84 uohm cm
T = 673 K: m = 0.0000, spin part = 15.00, total = 31.82 uohm cm
line from above Tc extended to 300 K: 22.50 uohm cm
its excess over the model at 300 K: 9.65 uohm cm
NEGLECTED EFFECTS
spin-1/2 m^2/(1-t) near Tc: 3.000
spin-1/2 m at 300 K: 0.9660
spin part at 300 K with spin-1/2 m: 1.00 uohm cm
fcc lattice constant (rough): 0.352 nm
Fermi wavenumber, one electron per atom: 13.95 1/nm
nearest-neighbour spin correlation at Tc: 0.256
transport weight of one neighbour: -0.0515
first-shell change of spin part at Tc: -15.8 %
assumed channel asymmetry per unit m: 0.3
two-channel increase of the kink: 18.4 %
atomic moment (rough): 0.6 Bohr magnetons
m at Tc in a field of 1 T: 0.0707
temperature width of rounding at 1 T: 1.89 K
Debye temperature (rough): 450 K
lattice part over linear law at 300 K: 0.885
lattice slope over linear law at Tc: 1.027
film thickness: 20 nm
mean free path at Tc: 2.03 nm
surface resistivity added at Tc: 1.22 uohm cm
factor on the kink from the surfaces: 0.9984
```
